# A staggered-grid finite-difference scheme for the one-dimensional Dirac equation: a numerical check

```python
# Staggered leapfrog for the 1+1 Dirac equation, atomic units (hbar = 1):
#   u_t = -c v_x - i mu u,  v_t = -c u_x + i mu v,  mu = m c^2.
# u lives at (x_j, t_n), v at (x_j + dx/2, t_n - dt/2); mass term averaged in time.
# Symbols: r = c dt/dx, a = mu dt/2, s = sin(k dx/2), theta = omega dt/2,
#   (D u)_j = u_{j+1} - u_j; with a potential au = (mu+V)dt/2, av = (mu-V)dt/2.
# Results under test: sin^2 theta = (r^2 s^2 + a^2)/(1 + a^2); one cone (four for the
# unstaggered leapfrog); bounded for r < 1, linear growth at r = 1, growth exp(2 gamma)
# with sinh^2 gamma = (r^2-1)/(1+a^2) for r > 1; conserved
# Q = |u|^2 + |v|^2 - r Re<Du, v>. Formulas are compared with the real-space stepper.
import numpy as np
from scipy.linalg import expm
from scipy.constants import alpha, physical_constants as pc

rng = np.random.default_rng(1)
crand = lambda *sh: rng.normal(size=sh) + 1j*rng.normal(size=sh)

def stag(r, au, av=None):
    av = au if av is None else av
    def step(st):
        u, v = st
        v = ((1 + 1j*av)*v - r*(np.roll(u, -1) - u))/(1 - 1j*av)
        u = ((1 - 1j*au)*u - r*(v - np.roll(v, 1)))/(1 + 1j*au)
        return np.array([u, v])
    return step

def naive(r, a):  # state: u, v now and u, v one step earlier, all on the same sites
    def step(st):
        u, v, uo, vo = st
        un = uo - r*(np.roll(v, -1) - np.roll(v, 1)) - 4j*a*u
        vn = vo - r*(np.roll(u, -1) - np.roll(u, 1)) + 4j*a*v
        return np.array([un, vn, u, v])
    return step

def full_matrix(step, nc, N):
    return np.array([step(e.reshape(nc, N)).ravel() for e in np.eye(nc*N, dtype=complex)]).T

def eigs(step, nc, N):
    return np.linalg.eigvals(full_matrix(step, nc, N))

def phases(step, nc, kdx):  # omega dt from the stepper acting on a plane wave, interior site
    e = np.exp(1j*kdx*np.arange(9))
    G = np.zeros((nc, nc), complex)
    for col in range(nc):
        st = np.zeros((nc, 9), complex)
        st[col] = e
        G[:, col] = step(st)[:, 4]/e[4]
    return -np.angle(np.linalg.eigvals(G))

def threshold(make, nc, N):  # bisection on the spectral radius
    lo, hi = 0.2, 1.5
    for _ in range(30):
        mid = 0.5*(lo + hi)
        if np.abs(eigs(make(mid), nc, N)).max() > 1 + 1e-5:
            hi = mid
        else:
            lo = mid
    return 0.5*(lo + hi)

def theta(kdx, r, a):
    return np.arcsin(np.sqrt((r**2*np.sin(kdx/2)**2 + a**2)/(1 + a**2)))

def vg_over_c(kdx, r, a):
    rs = r*np.sin(kdx/2)
    return rs*np.cos(kdx/2)/np.sqrt((rs**2 + a**2)*(1 - rs**2))

def growth(r, a):
    return np.exp(2*np.arcsinh(np.sqrt((r**2 - 1)/(1 + a**2))))

def Qform(st, r):
    return np.sum(abs(st)**2) - r*np.vdot(np.roll(st[0], -1) - st[0], st[1]).real

def lead(c, mu, k, dx, dt):
    E2 = c**2*k**2 + mu**2
    return dt**2*(E2**2/12 - mu**2*E2/4) - c**2*k**4*dx**2/12

# dispersion against the spectrum of the full step matrix
N = 16
kgrid = 2*np.pi*np.fft.fftfreq(N)
for r, a in [(0.3, 0.0), (0.9, 0.12), (0.7, 2.0), (0.99, 0.5)]:
    lam = eigs(stag(r, a), 2, N)
    th = theta(kgrid, r, a)
    assert np.allclose(abs(lam), 1, atol=1e-10)
    assert np.allclose(np.sort(np.angle(lam)), np.sort(np.r_[2*th, -2*th]), atol=1e-10)
lam = eigs(naive(0.6, 0.2), 4, N)
sw = np.sqrt(0.36*np.sin(kgrid)**2 + 0.16)
assert np.allclose(np.sort(lam.imag), np.sort(np.r_[sw, sw, -sw, -sw]), atol=1e-10)

# thresholds and growth
print("Dimensionless tests")
for a in (0.0, 0.5, 5.0):
    rc = threshold(lambda r: stag(r, a), 2, 16)
    assert abs(rc - 1) < 1e-6
    assert abs(abs(eigs(stag(1.1, a), 2, 16)).max()/growth(1.1, a) - 1) < 1e-10
    print(f"staggered threshold r, N=16, a={a}: {rc:.6f}")
rc = threshold(lambda r: stag(r, 0.5), 2, 15)
assert abs(rc - 1/np.cos(np.pi/30)) < 1e-6
print(f"staggered threshold r, N=15, a=0.5: {rc:.6f}")
rc = threshold(lambda r: naive(r, 0.2), 4, 16)
assert abs(rc - np.sqrt(1 - 0.16)) < 1e-6
print(f"unstaggered threshold r, N=16, a=0.2: {rc:.6f}")
rad = abs(eigs(stag(1.02, 0.5, -0.1), 2, 16)).max()
assert abs(rad - 1) < 1e-9
print(f"spectral radius, r=1.02, au=0.5, av=-0.1: {rad:.9f}")

# cone count: each cone gives two eigenvalues at +1 or at -1
count = lambda lam, z, tol: int(np.sum(abs(lam - z) < tol))
ls, ln, l1 = eigs(stag(0.8, 0), 2, N), eigs(naive(0.8, 0), 4, N), eigs(stag(1.0, 0.3), 2, N)
cs = (count(ls, 1, 1e-8), count(ls, -1, 1e-8))
cn = (count(ln, 1, 1e-8), count(ln, -1, 1e-8))
assert cs == (2, 0) and cn == (4, 4) and count(l1, -1, 1e-6) == 2
print(f"m=0, r=0.8: eigenvalues at (+1,-1): staggered {cs}, unstaggered {cn}")
print(f"cones: staggered {sum(cs)//2}, unstaggered {sum(cn)//2}")

# massless unstaggered leapfrog contains the staggered lattice as a closed copy
s0 = crand(2, 12)
leak = {}
for a in (0.0, 0.2):
    big = np.zeros((4, 24), complex)
    big[0, 0::2], big[3, 1::2] = s0
    small = s0.copy()
    for _ in range(7):
        big = naive(0.8, a)(naive(0.8, a)(big))
        small = stag(0.8, 0)(small)
    if a == 0:
        assert np.allclose(big[0, 0::2], small[0]) and np.allclose(big[3, 1::2], small[1])
    big[0, 0::2] = 0
    big[3, 1::2] = 0
    leak[a] = abs(big).max()
assert leak[0.0] == 0 and leak[0.2] > 1e-2

# on-site axial symmetry of the massless spatial operators
I, Z = np.eye(N), np.zeros((N, N))
D = np.roll(I, 1, axis=1) - I
Dc = 0.5*(np.roll(I, 1, axis=1) - np.roll(I, -1, axis=1))
sx = np.block([[Z, I], [I, Z]])
comm = []
for B in (D, Dc):
    H = np.block([[Z, 1j*B.T], [-1j*B, Z]])
    comm.append(np.linalg.norm(H @ sx - sx @ H, 2))
assert comm[0] > 1 and comm[1] < 1e-14

# r = 1: linear growth of the edge mode, exact transport when massless
a, n = 0.3, 200
st = np.array([(-1.0)**np.arange(N), np.zeros(N)], complex)
for _ in range(n):
    st = stag(1.0, a)(st)
assert np.allclose(st[1, 0], -(-1)**n*2*n/(1 - 1j*a), rtol=1e-9)
assert np.allclose(st[0, 0], (-1)**n*(1 + 2*n/(1 - 1j*a)), rtol=1e-9)
print(f"r=1, a={a}, edge mode |v| after {n} steps: {abs(st[1, 0]):.4f}")
f = crand(N)
st = np.array([f, np.roll(f, -1)])
for _ in range(5):
    st = stag(1.0, 0)(st)
assert np.allclose(st[0], np.roll(f, 5), atol=1e-12)

# support spreads one cell per step
st = np.zeros((2, 41), complex)
st[0, 20] = 1
for _ in range(10):
    st = stag(0.6, 0.3)(st)
sup = np.nonzero(st[0])[0]
assert sup.min() == 10 and sup.max() == 30

# conserved Q and its bounds
r = 0.9
M = np.block([[I, -r/2*D.T], [-r/2*D, I]])
G = full_matrix(stag(r, rng.normal(size=N), rng.normal(size=N)), 2, N)
w = np.linalg.eigvalsh(M)
assert np.allclose(G.conj().T @ M @ G, M, atol=1e-12)
assert abs(w[0] - (1 - r)) < 1e-12 and abs(w[-1] - (1 + r)) < 1e-12
st = crand(2, 64)
Q0, norms, drift = Qform(st, r), [], 0
for _ in range(500):
    st = stag(r, rng.normal(size=64), rng.normal(size=64))(st)
    norms.append(np.sum(abs(st)**2)/Q0)
    drift = max(drift, abs(Qform(st, r)/Q0 - 1))
assert drift < 1e-11 and max(norms) - min(norms) > 0.05
assert 1/(1 + r) <= min(norms) and max(norms) <= 1/(1 - r)
print(f"random m,V(x,t), r={r}, 500 steps: max drift of Q {drift:.0e}")
print(f"norm^2/Q range {min(norms):.3f}..{max(norms):.3f}, bounds {1/(1+r):.3f}..{1/(1-r):.3f}")

# group velocity, leading error, convergence to the exact solution (c = 1)
h = 1e-5
for r, a in [(0.9, 0.12), (0.5, 1.0), (0.99, 0.05)]:
    for kdx in np.linspace(-3.1, 3.1, 32):
        fd = (phases(stag(r, a), 2, kdx + h).max() - phases(stag(r, a), 2, kdx - h).max())/(2*h*r)
        assert abs(fd - vg_over_c(kdx, r, a)) < 1e-7 and abs(fd) < 1
for mu, k in [(1.5, 2.0), (3.0, 1.0)]:
    dx = 0.02
    dt = 0.7*dx
    om = phases(stag(0.7, mu*dt/2), 2, k*dx).max()/dt
    assert abs((om**2 - k**2 - mu**2)/lead(1, mu, k, dx, dt) - 1) < 1e-3
modes, coef, mu = np.arange(-3, 4), crand(7, 2), 2.0
def exact(x, t):
    return sum(np.outer(expm(-1j*t*np.array([[mu, k], [k, -mu]])) @ cf, np.exp(1j*k*x))
               for k, cf in zip(modes, coef))
errs = []
for Nc in (64, 128, 256):
    dx = 2*np.pi/Nc
    dt, x = 0.5*dx, dx*np.arange(Nc)
    st = np.array([exact(x, 0)[0], exact(x + dx/2, -dt/2)[1]])
    for _ in range(Nc//2):
        st = stag(0.5, mu*dt/2)(st)
    errs.append(np.sqrt(np.mean(abs(st[0] - exact(x, dt*(Nc//2))[0])**2)))
orders = np.log2(np.array(errs[:-1])/errs[1:])
assert np.all(abs(orders - 2) < 0.1)
print(f"convergence orders N=64,128,256: {orders[0]:.3f}, {orders[1]:.3f}")

# worked example: free electron
c = 1/alpha
mu, dx, r, k0, sig, Nx, ns, x0 = c**2, 0.002, 0.9, 100.0, 0.1, 2048, 1000, 1.2
dt = r*dx/c
a = mu*dt/2
tau, keV = pc['atomic unit of time'][0], pc['Hartree energy in eV'][0]/1e3
step = stag(r, a)
th0 = theta(k0*dx, r, a)
om, E = 2*th0/dt, np.sqrt(c**2*k0**2 + mu**2)
rel, rel_lead = om/E - 1, lead(c, mu, k0, dx, dt)/(2*E**2)
assert abs(phases(step, 2, k0*dx).max()/dt/om - 1) < 1e-12
assert abs(rel_lead/rel - 1) < 0.05
om_rest = 2*np.arctan(a)/dt
assert abs(phases(step, 2, 0.0).max()/dt/om_rest - 1) < 1e-12
om_edge = phases(step, 2, np.pi).max()/dt
assert abs(om_edge*dt/2 - theta(np.pi, r, a)) < 1e-12
nv0, nve = [abs(phases(naive(r, a), 4, q)).min()/dt for q in (0.0, np.pi)]
assert abs(nve/nv0 - 1) < 1e-12 and abs(nv0*dt - np.arcsin(2*a)) < 1e-12
x, kdx = dx*np.arange(Nx), 2*np.pi*np.fft.fftfreq(Nx)
u = np.exp(-(x - x0)**2/(4*sig**2) + 1j*k0*x)
uh, th = np.fft.fft(u), theta(kdx, r, a)
ratio = r*np.sin(kdx/2)/(np.sin(th) + a*np.cos(th))
st = np.array([u, np.fft.ifft(uh*ratio*np.exp(1j*kdx/2 + 1j*th))])
st /= np.sqrt(np.sum(abs(st)**2))
cen = lambda st: np.sum(x*abs(st[0])**2)/np.sum(abs(st[0])**2)
xa, Q0, nu0 = cen(st), Qform(st, r), np.sum(abs(st[0])**2)
for _ in range(ns):
    st = step(st)
v_meas = (cen(st) - xa)/(ns*dt)
v_mean = c*np.sum(abs(uh)**2*vg_over_c(kdx, r, a))/np.sum(abs(uh)**2)
assert abs(v_meas/v_mean - 1) < 1e-9
assert abs(np.sum(abs(st[0])**2)/nu0 - 1) < 1e-10 and abs(Qform(st, r)/Q0 - 1) < 1e-11
rs_c = threshold(lambda q: stag(q, q*c*dx/2), 2, 16)
rn_c = threshold(lambda q: naive(q, q*c*dx/2), 4, 16)
assert abs(rs_c - 1) < 1e-6 and abs(rn_c - 1/np.sqrt(1 + (c*dx)**2)) < 1e-6
r2 = 1.02
a2 = r2*c*dx/2
z = crand(2, 16)
for _ in range(200):
    z = stag(r2, a2)(z/np.linalg.norm(z))
g = np.linalg.norm(z)
assert abs(g/growth(r2, a2) - 1) < 1e-10

print("Worked example: free electron, m = 1")
print(f"c = {c:.6f} bohr/a.u.time; mu = {mu:.3f} hartree; 1/(mc) = {1/c:.7f} bohr")
print(f"dx = {dx} bohr; r = {r}; k0 = {k0} 1/bohr; sigma = {sig} bohr")
print(f"cells = {Nx}; steps = {ns}; start x = {xa:.4f} bohr")
print(f"dt limit dx/c = {dx/c:.6e} a.u. = {dx/c*tau:.4e} s")
print(f"dt = {dt:.6e} a.u. = {dt*tau:.4e} s")
print(f"a = {a:.6f}; a^2 = {a*a:.7f}; m c dx = {c*dx:.6f}")
print(f"s = {np.sin(k0*dx/2):.7f}; (r s)^2 = {(r*np.sin(k0*dx/2))**2:.8f}")
print(f"sin^2 theta = {np.sin(th0)**2:.7f}; theta = {th0:.6f} rad")
print(f"lattice omega(k0) = {om:.2f} hartree = {om*keV:.2f} keV")
print(f"exact E(k0) = {E:.2f} hartree = {E*keV:.2f} keV")
print(f"relative error = {rel:.4e}; leading-order estimate = {rel_lead:.4e}")
print(f"lattice rest frequency = {om_rest:.2f} hartree; relative error = {om_rest/mu-1:.4e}")
print(f"V/U at k0 = {r*np.sin(k0*dx/2)/(np.sin(th0)+a*np.cos(th0)):.6f}; exact {c*k0/(E+mu):.6f}")
print(f"v_g(k0)/c lattice = {vg_over_c(k0*dx, r, a):.6f}; exact = {c*k0/E:.6f}")
print(f"packet mean v_g/c = {v_mean/c:.6f}; measured centroid v/c = {v_meas/c:.6f}")
print(f"end x = {cen(st):.4f} bohr after t = {ns*dt:.6f} a.u.")
print(f"Q/norm^2 = {Q0:.6f}; drift of Q = {abs(Qform(st, r)/Q0-1):.0e}")
print(f"zone edge pi/dx = {np.pi/dx:.2f} 1/bohr; pi/dt = {np.pi/dt:.0f} hartree")
print(f"staggered omega at edge = {om_edge:.0f} hartree = {om_edge/mu:.3f} mu")
print(f"unstaggered lowest omega: k=0 {nv0:.2f}, edge {nve:.2f} hartree")
print(f"threshold r at this dx: staggered {rs_c:.6f}, unstaggered {rn_c:.6f}")
print(f"r = {r2}: a = {a2:.6f}; sinh gamma = {np.sqrt((r2**2-1)/(1+a2**2)):.6f}")
print(f"growth per step: formula {growth(r2, a2):.6f}, measured {g:.6f}")
print(f"steps for amplitude factor 1e16: {np.log(1e16)/np.log(g):.1f}")
print("success")
```

It prints:

```
Dimensionless tests
staggered threshold r, N=16, a=0.0: 1.000000
staggered threshold r, N=16, a=0.5: 1.000000
staggered threshold r, N=16, a=5.0: 1.000000
staggered threshold r, N=15, a=0.5: 1.005508
unstaggered threshold r, N=16, a=0.2: 0.916515
spectral radius, r=1.02, au=0.5, av=-0.1: 1.000000000
m=0, r=0.8: eigenvalues at (+1,-1): staggered (2, 0), unstaggered (4, 4)
cones: staggered 1, unstaggered 4
r=1, a=0.3, edge mode |v| after 200 steps: 383.1305
random m,V(x,t), r=0.9, 500 steps: max drift of Q 1e-15
norm^2/Q range 1.704..3.076, bounds 0.526..10.000
convergence orders N=64,128,256: 1.998, 2.000
Worked example: free electron, m = 1
c = 137.035999 bohr/a.u.time; mu = 18778.865 hartree; 1/(mc) = 0.0072974 bohr
dx = 0.002 bohr; r = 0.9; k0 = 100.0 1/bohr; sigma = 0.1 bohr
cells = 2048; steps = 1000; start x = 1.2000 bohr
dt limit dx/c = 1.459471e-05 a.u. = 3.5303e-22 s
dt = 1.313523e-05 a.u. = 3.1773e-22 s
a = 0.123332; a^2 = 0.0152109; m c dx = 0.274072
s = 0.0998334; (r s)^2 = 0.00807304
sin^2 theta = 0.0229351; theta = 0.152028 rad
lattice omega(k0) = 23148.15 hartree = 629.89 keV
exact E(k0) = 23247.25 hartree = 632.59 keV
relative error = -4.2627e-03; leading-order estimate = -4.2994e-03
lattice rest frequency = 18684.51 hartree; relative error = -5.0245e-03
V/U at k0 = 0.328696; exact 0.326073
v_g(k0)/c lattice = 0.588268; exact = 0.589472
packet mean v_g/c = 0.587764; measured centroid v/c = 0.587764
end x = 2.2580 bohr after t = 0.013135 a.u.
Q/norm^2 = 0.991901; drift of Q = 2e-14
zone edge pi/dx = 1570.80 1/bohr; pi/dt = 239173 hartree
staggered omega at edge = 171053 hartree = 9.109 mu
unstaggered lowest omega: k=0 18974.70, edge 18974.70 hartree
threshold r at this dx: staggered 1.000000, unstaggered 0.964434
r = 1.02: a = 0.139777; sinh gamma = 0.199062
growth per step: formula 1.485188, measured 1.485188
steps for amplitude factor 1e16: 93.1
success
```
